**Full-wave check of the fourth-power law for a small hole**

The program examines $T=64(ka)^4/(27\pi^2)$, where $T$ is the transmitted power per incident power on the hole area, $a$ is the hole radius and $k=2\pi/\lambda$. It asserts the static potential, the zero normal electric field, the curl relation and the dipole moment by quadrature and symbolic algebra. A Galerkin solution that does not use the static field then confirms the coefficient, the fourth-power scaling of $T$, the second-power scaling of the centre intensity and the two-medium factor $n_1n_2^3$. For a 25 nm hole at 365 nm, the formula gives 0.0082 and the full-wave solution 0.0097. Mode matching for a 50 nm thick perfect conductor gives $5.1\times10^{-6}$, and the program asserts its thin limit and its decay with depth. The wall-penetration figure is a rough estimate made by widening the hole, and the film leakage is computed for an unperforated film in air.

## Verification by program

```python
"""
Result under test: a circular hole (radius a) in an infinitely thin, perfectly
conducting screen, lit at normal incidence, transmits per hole area
    T = 64 (k a)^4 / (27 pi^2),   k = 2 pi / wavelength,   k a << 1.
Gaussian units, time factor exp(-i omega t), incident E0 = 1 along x and H0 = 1
along y. In the solvers lengths are in units of a, so k stands for k a.
Hole field: e = e0(rho) x + e2(rho) (cos 2phi x + sin 2phi y).
The full-wave solver expands e in functions with the proper rim behaviour and
matches tangential H; it uses neither the static solution nor the power law.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import gamma, jv, jn_zeros, jnp_zeros

pi = np.pi


def gauss(lo, hi, count):
    x, wt = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (x + 1) / 2, wt * (hi - lo) / 2


def bethe(k):
    return 64 * k**4 / (27 * pi**2)


# ---------- static fields in the hole, checked by direct quadrature ----------
def hole_potential(poly, x0, y0):
    """(1/2pi) integral of poly(x,y)/sqrt(1-rho^2)/R over the hole."""
    u, wu = gauss(0, 1, 40)
    total, count = 0.0, 128
    for ang in 2 * pi * np.arange(count) / count:
        cx, cy = np.cos(ang), np.sin(ang)
        b = x0 * cx + y0 * cy
        root = np.sqrt(b * b + 1 - x0**2 - y0**2)
        far, near = -b + root, -b - root
        s = far * (1 - u**2)
        vals = poly(x0 + s * cx, y0 + s * cy) / np.sqrt(s - near)
        total += np.sum(wu * 2 * np.sqrt(far) * vals)
    return total / count


def ex_poly(x, y):
    return 2 - x**2 - 2 * y**2


def ey_poly(x, y):
    return x * y


potential_error = 0.0
normal_field_error = 0.0
for px, py in [(0.1, 0.3), (0.4, -0.5), (-0.3, 0.6)]:
    psi = hole_potential(lambda x, y: -4 / pi * y, px, py)
    potential_error = max(potential_error, abs(psi + py))
    h = 0.02
    div = (hole_potential(ex_poly, px + h, py) - hole_potential(ex_poly, px - h, py)
           + hole_potential(ey_poly, px, py + h) - hole_potential(ey_poly, px, py - h))
    normal_field_error = max(normal_field_error, abs(div / (2 * h)))
assert potential_error < 1e-7
assert normal_field_error < 1e-5

X, Y, K = sp.symbols("x y k", real=True)
W = sp.sqrt(1 - X**2 - Y**2)
amp = -4 * sp.I * K / (3 * sp.pi)
curl = sp.diff(amp * X * Y / W, X) - sp.diff(amp * (2 - X**2 - 2 * Y**2) / W, Y)
assert sp.simplify(curl - sp.I * K * (-4 / sp.pi) * Y / W) == 0

# dipole moment from two different integrals over the hole
t_nodes, t_wts = gauss(0, pi / 2, 24)
f_nodes = 2 * pi * np.arange(24) / 24
TT, FF = np.meshgrid(t_nodes, f_nodes, indexing="ij")
hx, hy = np.sin(TT) * np.cos(FF), np.sin(TT) * np.sin(FF)
area_over_w = (t_wts[:, None] * np.sin(TT)) * (2 * pi / 24)
moment_from_H = np.sum(area_over_w * (-4 / pi) * hy * hy) / (2 * pi)
moment_from_E = np.sum(area_over_w * (-4 / (3 * pi)) * ex_poly(hx, hy)) / (2 * pi)
assert abs(moment_from_H + 4 / (3 * pi)) < 1e-10
assert abs(moment_from_E + 4 / (3 * pi)) < 1e-10


def far_field_transmission(k):
    """Power radiated by the static hole field, summed over the far hemisphere."""
    scale = -4j * k / (3 * pi)
    total = 0.0
    for cth, wt in zip(*gauss(0, 1, 12)):
        sth = np.sqrt(1 - cth**2)
        for ph in 2 * pi * np.arange(16) / 16:
            n = np.array([sth * np.cos(ph), sth * np.sin(ph), cth])
            phase = np.exp(-1j * k * (n[0] * hx + n[1] * hy)) * area_over_w * scale
            ex, ey = np.sum(phase * ex_poly(hx, hy)), np.sum(phase * ey_poly(hx, hy))
            field = k / (2 * pi) * np.cross(n, np.array([-ey, ex, 0]))
            total += wt * 2 * pi / 16 * np.sum(abs(field)**2)
    return total / pi


assert abs(far_field_transmission(0.01) / bethe(0.01) - 1) < 1e-3


# ------------------------------ full-wave solver ------------------------------
def radial_transform(mu, nu, q):
    """2pi * integral_0^1 rho^(nu+1) (1-rho^2)^mu J_nu(q rho) d rho."""
    return 2 * pi * 2**mu * gamma(mu + 1) * jv(nu + mu + 1, q) / q**(mu + 1)


def spectra(q, terms):
    """Transforms of e0 and e2 for each basis function (first one: rim-singular)."""
    zero = np.zeros_like(q)
    f0 = [radial_transform(-0.5, 0, q) - radial_transform(0.5, 0, q)]
    f2 = [radial_transform(-0.5, 2, q)]
    for n in range(terms):
        f0 += [radial_transform(n + 0.5, 0, q), zero]
        f2 += [zero, radial_transform(n + 0.5, 2, q)]
    return np.array(f0), np.array(f2)


def area_integrals(terms):
    b = [4 * pi / 3]
    for n in range(terms):
        b += [pi / (n + 1.5), 0.0]
    return np.array(b)


@lru_cache(maxsize=None)
def admittance(k, index=1.0, terms=3):
    """Matrix linking the hole field to tangential H in a half-space."""
    kk = index * k

    def assemble(s, wt, q):
        f0, f2 = spectra(q, terms)
        tm, te = f0 - f2, f0 + f2
        return ((tm * wt) @ tm.T * index**2 * k / (4 * pi),
                (te * wt * s**2) @ te.T / k / (4 * pi))

    s, wt = gauss(0, kk, 24)
    tm, te = assemble(s, wt, np.sqrt(kk**2 - s**2))
    real_part = tm + te
    x, wx = gauss(0, pi, 12)
    panels = 300
    parts = []
    for first in (0, panels):
        s = (x[None, :] + pi * np.arange(first, first + panels)[:, None]).ravel()
        tm, te = assemble(s, np.tile(wx, panels), np.sqrt(kk**2 + s**2))
        parts.append(te - tm)
    # the cut-off tail falls as 1/cutoff: extrapolate from cutoff and 2*cutoff
    imag_part = parts[0] + 2 * parts[1]
    return real_part + 1j * imag_part


def thin_hole(k, n1=1.0, n2=1.0, terms=3):
    """Transmission per hole area and |E/E0| at the hole centre."""
    y1, y2 = admittance(k, n1, terms), admittance(k, n2, terms)
    c = np.linalg.solve(y1 + y2, 2 * n1 * area_integrals(terms))
    power = np.real(c.conj() @ y2.real @ c) / (n1 * pi)
    return power, abs(np.sum(c[1::2]))


MODES = 400
TE_CUT, TM_CUT = jnp_zeros(1, MODES), jn_zeros(1, MODES)


def thick_hole(k, depth, terms=3):
    """Same hole in a perfectly conducting screen of given depth (mode matching)."""
    def inner(kind):
        total = 0
        for cut, sign in ((TE_CUT, 1), (TM_CUT, -1)):
            f0, f2 = spectra(cut, terms)
            proj = cut / 2 * (f0 + sign * f2)
            g = np.sqrt(cut**2 - k**2)
            if sign == 1:
                norm, adm = pi / 2 * (cut**2 - 1) * jv(1, cut)**2, g / k
            else:
                norm, adm = pi / 2 * cut**2 * jv(0, cut)**2, -k / g
            th = np.tanh(g * depth / 2)
            factor = th if kind == "even" else 1 / th
            total = total + (proj * adm * factor / norm) @ proj.T
        return 1j * total
    outer, b = admittance(k, 1.0, terms), 2 * area_integrals(terms)
    even = np.linalg.solve(outer + inner("even"), b)
    odd = np.linalg.solve(outer + inner("odd"), b)
    c = (even - odd) / 2
    return np.real(c.conj() @ outer.real @ c) / pi


t02, e02 = thin_hole(0.02)
t04, e04 = thin_hole(0.04)
slope_far = np.log(t04 / t02) / np.log(2)
slope_near = 2 * np.log(e04 / e02) / np.log(2)
assert abs(t02 / bethe(0.02) - 1) < 1e-3
assert abs(slope_far - 4) < 5e-3
assert abs(slope_near - 2) < 5e-3
assert abs(e02 / (8 * 0.02 / (3 * pi)) - 1) < 2e-3
dev1 = thin_hole(0.1)[0] / bethe(0.1) - 1
dev2 = thin_hole(0.2)[0] / bethe(0.2) - 1
assert 3.8 < dev2 / dev1 < 4.3          # first correction is of order (k a)^2

n_glass, n_resist = 1.5, 1.7
layer_small = thin_hole(0.02, n_glass, n_resist)[0] / bethe(0.02)
assert abs(layer_small / (n_glass * n_resist**3) - 1) < 5e-3

# ------------------------------- worked example -------------------------------
wavelength, radius, film = 365.0, 25.0, 50.0        # nm
intensity = 10.0                                    # mW/cm2
metal = 0.4 + 4.0j                                  # rough good UV reflector
ka = 2 * pi * radius / wavelength
T_formula = bethe(ka)
T_full, centre_full = thin_hole(ka)
assert abs(thin_hole(ka, terms=2)[0] / T_full - 1) < 1e-3
T_half = thin_hole(ka / 2)[0]
incident = intensity * 1e-3 * pi * (radius * 1e-7)**2          # W on the hole
photon = const.hbar * 2 * pi * const.c / (wavelength * 1e-9)   # J
T_layers = thin_hole(ka, n_glass, n_resist)[0]

depth = film / radius
T_thick = thick_hole(ka, depth)
assert abs(thick_hole(ka, 1e-4) / T_full - 1) < 1e-2
assert abs(thick_hole(ka, depth, terms=2) / T_thick - 1) < 0.05
decay = np.sqrt(TE_CUT[0]**2 - ka**2)
measured = np.log(thick_hole(ka, 2.0) / thick_hole(ka, 3.0)) / 2
assert abs(measured / decay - 1) < 0.02

skin = wavelength / (2 * pi * metal.imag)
wide = 1 + skin / radius
T_wide = thick_hole(ka * wide, depth / wide) * wide**2

beta = 2 * pi * metal * film / wavelength
leak = abs(2 / (2 * np.cos(beta) - 1j * (metal + 1 / metal) * np.sin(beta)))**2
r = (1 - metal) / (1 + metal)
airy = (1 - r**2) * np.exp(1j * beta) / (1 - r**2 * np.exp(2j * beta))
assert abs(leak / abs(airy)**2 - 1) < 1e-8

print("CHECKS OF THE IDEAL LAW")
print(f"coefficient of (ka)^4: {bethe(1.0):.5f}")
print(f"coefficient of (a/lambda)^4: {bethe(2 * pi):.2f}")
print(f"largest error of static potential / (H0 a): {potential_error:.1e}")
print(f"dipole moment / (a^3 H0): {moment_from_H:.5f}")
print(f"full-wave T / formula at ka = 0.02: {t02 / bethe(0.02):.5f}")
print(f"full-wave exponent of T, ka 0.02 to 0.04: {slope_far:.4f}")
print(f"full-wave exponent of centre intensity: {slope_near:.4f}")
print(f"full-wave T / formula at ka = 0.1: {1 + dev1:.5f}")
print(f"full-wave T / formula at ka = 0.2: {1 + dev2:.5f}")
print(f"(T/formula - 1)/(ka)^2 at ka = 0.1: {dev1 / 0.01:.3f}")
print("EXAMPLE: IDEAL THIN SCREEN IN AIR")
print(f"wavelength: {wavelength:.0f} nm")
print(f"hole radius: {radius:.0f} nm")
print(f"ka: {ka:.4f}")
print(f"T from formula: {T_formula:.5f}")
print(f"T from full-wave solution: {T_full:.5f}")
print(f"full-wave T / formula: {T_full / T_formula:.3f}")
print(f"lamp intensity: {intensity:.0f} mW/cm2")
print(f"power incident on hole area: {incident * 1e15:.1f} fW")
print(f"power transmitted, formula: {incident * T_formula * 1e15:.3f} fW")
print(f"photon energy: {photon / const.e:.3f} eV")
print(f"photons transmitted, formula: {incident * T_formula / photon:.0f} per s")
print(f"centre |E/E0|^2, formula: {(8 * ka / (3 * pi))**2:.4f}")
print(f"centre |E/E0|^2, full-wave: {centre_full**2:.4f}")
print(f"radius halved, full-wave T: {T_half:.6f}")
print(f"radius halved, T falls by factor: {T_full / T_half:.2f}")
print("EFFECTS LEFT OUT OF THE IDEAL MODEL")
print(f"index of mask glass (rough): {n_glass:.1f}")
print(f"index of resist (rough): {n_resist:.1f}")
print(f"factor n1 n2^3: {n_glass * n_resist**3:.3f}")
print(f"full-wave layered T / formula at ka = 0.02: {layer_small:.3f}")
print(f"full-wave layered T in example: {T_layers:.5f}")
print(f"full-wave layered T / air T in example: {T_layers / T_full:.3f}")
print(f"film thickness (rough): {film:.0f} nm")
print(f"lowest guide cutoff times a: {TE_CUT[0]:.4f}")
print(f"field decay constant in hole: {decay / radius:.5f} 1/nm")
print(f"power factor exp(-2 decay thickness): {np.exp(-2 * decay * depth):.2e}")
print(f"T of hole in thick perfect conductor: {T_thick:.2e}")
print(f"thick T / thin full-wave T: {T_thick / T_full:.2e}")
print(f"metal index n (rough): {metal.real:.1f}")
print(f"metal extinction coefficient (rough): {metal.imag:.1f}")
print(f"field penetration depth in metal: {skin:.1f} nm")
print(f"thick T, radius widened by that depth: {T_wide:.2e}")
print(f"transmittance of unperforated film: {leak:.2e}")
print(f"film leakage / thick-hole T, per area: {leak / T_thick:.1f}")
print(f"film leakage / widened thick-hole T: {leak / T_wide:.2f}")
print("all good")
```

Output:

```
CHECKS OF THE IDEAL LAW
coefficient of (ka)^4: 0.24017
coefficient of (a/lambda)^4: 374.31
largest error of static potential / (H0 a): 1.6e-15
dipole moment / (a^3 H0): -0.42441
full-wave T / formula at ka = 0.02: 1.00035
full-wave exponent of T, ka 0.02 to 0.04: 4.0015
full-wave exponent of centre intensity: 2.0016
full-wave T / formula at ka = 0.1: 1.00884
full-wave T / formula at ka = 0.2: 1.03584
(T/formula - 1)/(ka)^2 at ka = 0.1: 0.884
EXAMPLE: IDEAL THIN SCREEN IN AIR
wavelength: 365 nm
hole radius: 25 nm
ka: 0.4304
T from formula: 0.00824
T from full-wave solution: 0.00969
full-wave T / formula: 1.177
lamp intensity: 10 mW/cm2
power incident on hole area: 196.3 fW
power transmitted, formula: 1.618 fW
photon energy: 3.397 eV
photons transmitted, formula: 2972 per s
centre |E/E0|^2, formula: 0.1334
centre |E/E0|^2, full-wave: 0.1591
radius halved, full-wave T: 0.000536
radius halved, T falls by factor: 18.08
EFFECTS LEFT OUT OF THE IDEAL MODEL
index of mask glass (rough): 1.5
index of resist (rough): 1.7
factor n1 n2^3: 7.369
full-wave layered T / formula at ka = 0.02: 7.376
full-wave layered T in example: 0.09030
full-wave layered T / air T in example: 9.315
film thickness (rough): 50 nm
lowest guide cutoff times a: 1.8412
field decay constant in hole: 0.07161 1/nm
power factor exp(-2 decay thickness): 7.76e-04
T of hole in thick perfect conductor: 5.11e-06
thick T / thin full-wave T: 5.27e-04
metal index n (rough): 0.4
metal extinction coefficient (rough): 4.0
field penetration depth in metal: 14.5 nm
thick T, radius widened by that depth: 1.64e-03
transmittance of unperforated film: 8.19e-04
film leakage / thick-hole T, per area: 160.3
film leakage / widened thick-hole T: 0.50
all good
```
